# Second derivative of the non-interacting kinetic energy and the Lindhard function: a program that tests the result

```python
"""
Result under test: on density changes that integrate to zero, the second
functional derivative of the non-interacting kinetic energy T_s is minus the
inverse of the static response chi_s = dn/dv. In the uniform gas it becomes
    K(q) = -1/chi_0(q) = (pi^2 hbar^2 / (m kF)) / F(eta),  eta = q/(2 kF),
    F(eta) = 1/2 + (1-eta^2)/(4 eta) * ln|(1+eta)/(1-eta)|.
n: density, v: potential, kF: Fermi wave number, m: electron mass.
TF: Thomas-Fermi, vW: von Weizsaecker, GE2: TF + vW/9.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import root, brentq

hbar, mass, e_charge = const.hbar, const.m_e, const.e

# ---------- Part 1: finite system, T_s by inversion of the density ----------
sites, pairs = 8, 2
spacing = 1.0e-10
hopping = hbar**2 / (2 * mass * spacing**2) / e_charge      # eV
kinetic = hopping * (2 * np.eye(sites) - np.eye(sites, k=1)
                     - np.eye(sites, k=-1))
v_true = np.array([0.0, -1.0, -0.5, 0.5, 1.0, 0.0, -1.0, 0.5])   # eV


def ground_state(v):
    """Energy and site populations of doubly occupied lowest orbitals."""
    levels, orbitals = np.linalg.eigh(kinetic + np.diag(v))
    population = 2 * np.sum(orbitals[:, :pairs]**2, axis=1)
    return 2 * levels[:pairs].sum(), population


def invert_density(target):
    """Find v (last entry zero) that yields the target; return T_s and v."""
    def mismatch(x):
        return (ground_state(np.append(x, 0.0))[1] - target)[:-1]
    solution = root(mismatch, np.zeros(sites - 1), method="hybr", tol=1e-12)
    v = np.append(solution.x, 0.0)
    energy, population = ground_state(v)
    assert np.max(np.abs(population - target)) < 1e-8
    return energy - v @ target, v


levels, orbitals = np.linalg.eigh(kinetic + np.diag(v_true))
chi = np.zeros((sites, sites))
for i in range(pairs):
    for a in range(pairs, sites):
        product = orbitals[:, i] * orbitals[:, a]
        chi += 4 * np.outer(product, product) / (levels[i] - levels[a])
chi_eigenvalues = np.linalg.eigvalsh(chi)
assert abs(chi_eigenvalues[-1]) < 1e-10          # constants are annihilated
assert np.max(np.abs(chi @ np.ones(sites))) < 1e-10
assert chi_eigenvalues[-2] < -1e-4               # all else responds
chi_inverse = np.linalg.pinv(chi, rcond=1e-9)

density = ground_state(v_true)[1]
T_center, v_found = invert_density(density)
shift = v_found - v_true
assert np.ptp(shift) < 1e-6                      # v unique up to a constant
T_direct = 2 * np.trace(orbitals[:, :pairs].T @ kinetic @ orbitals[:, :pairs])
assert abs(T_center - T_direct) < 1e-8

step = 1.0e-3
transfer_results = {}
worst_transfer = 0.0
for j in range(sites):
    for k in range(j + 1, sites):
        change = np.zeros(sites)
        change[j], change[k] = -1.0, 1.0
        T_plus = invert_density(density + step * change)[0]
        T_minus = invert_density(density - step * change)[0]
        slope = (T_plus - T_minus) / (2 * step)
        assert abs(slope + v_true @ change) < 5e-3    # O(step^2) error
        curvature = (T_plus + T_minus - 2 * T_center) / step**2
        predicted = -change @ chi_inverse @ change
        worst_transfer = max(worst_transfer, abs(curvature / predicted - 1))
        transfer_results[(j + 1, k + 1)] = (curvature, predicted)
assert worst_transfer < 1e-3                     # finite-difference error

# ---------- Part 2: uniform gas ----------
n0 = 5.0e28
kF = (3 * np.pi**2 * n0)**(1 / 3)
fermi_energy = hbar**2 * kF**2 / (2 * mass)
K0 = np.pi**2 * hbar**2 / (mass * kF)            # J m^3
to_eV_nm3 = 1e27 / e_charge


def F(eta):
    return 0.5 + (1 - eta**2) / (4 * eta) * np.log(abs((1 + eta) / (1 - eta)))


def chi_quadrature(eta):
    """Sum over the Fermi sphere, sliced into discs normal to q (SI)."""
    if eta < 1:
        integral = quad(lambda x: 1 - x * x, -1, 1,
                        weight="cauchy", wvar=-eta)[0]
    else:
        integral = quad(lambda x: (1 - x * x) / (x + eta), -1, 1)[0]
    q = 2 * kF * eta
    disc_factor = np.pi / (2 * np.pi)**3 * kF**2 / (2 * q)
    return -4 * (2 * mass / hbar**2) * disc_factor * integral


def gas_in_cosine(eta, strength, points=4000):
    """Gas in strength*cos(qz), units kF = Fermi energy = 1, fixed density.
    Returns ripple amplitude and rise of kinetic energy per volume."""
    q = 2 * eta
    kz = -q / 2 + q * (np.arange(points) + 0.5) / points
    waves = np.arange(-6, 7)
    size = len(waves)
    H = np.zeros((points, size, size))
    H[:, np.arange(size), np.arange(size)] = (kz[:, None] + q * waves)**2
    H += 0.5 * strength * (np.eye(size, k=1) + np.eye(size, k=-1))
    bands, vectors = np.linalg.eigh(H)
    dk = q / points
    mean_density = 1 / (3 * np.pi**2)

    def excess(mu):
        filled = np.maximum(mu - bands, 0)
        return filled.sum() * dk / (4 * np.pi**2) - mean_density
    mu = brentq(excess, 0.5, 1.5, xtol=1e-14)
    filled = np.maximum(mu - bands, 0)
    grand = -(filled**2).sum() * dk / (8 * np.pi**2)
    cosine = np.sum(vectors[:, :-1, :] * vectors[:, 1:, :], axis=1)
    mean_n_cos = (filled * cosine).sum() * dk / (4 * np.pi**2)
    T = grand + mu * mean_density - strength * mean_n_cos
    return 2 * mean_n_cos, T - 0.6 * mean_density


def vw_curvature(eta, amplitude=1e-3):
    """Curvature of the von Weizsaecker energy from a real-space ripple."""
    phase = 2 * np.pi * np.arange(400) / 400
    q = 2 * kF * eta
    n = n0 * (1 + amplitude * np.cos(phase))
    gradient = -n0 * amplitude * q * np.sin(phase)
    energy = hbar**2 / (8 * mass) * np.mean(gradient**2 / n)
    return 4 * energy / (amplitude * n0)**2


def tf_energy(n):
    return 3 * hbar**2 / (10 * mass) * (3 * np.pi**2)**(2 / 3) * n**(5 / 3)


dn = 1e-3 * n0
tf_curvature = (tf_energy(n0 + dn) + tf_energy(n0 - dn)
                - 2 * tf_energy(n0)) / dn**2
assert abs(tf_curvature / K0 - 1) < 1e-5

table = []
worst_quad = worst_energy = worst_response = 0.0
for eta in (0.3, 0.6, 0.9, 1.5, 2.5):
    K_lindhard = K0 / F(eta)
    worst_quad = max(worst_quad, abs(-chi_quadrature(eta) * K_lindhard - 1))
    strength = 0.004 if eta < 1 else 0.004 * (2 * eta)**2
    ripple, rise = gas_in_cosine(eta, strength)
    ratio_energy = 4 * rise / ripple**2 / (2 * np.pi**2)
    ratio_response = -strength / ripple / (2 * np.pi**2)
    worst_energy = max(worst_energy, abs(ratio_energy * F(eta) - 1))
    worst_response = max(worst_response, abs(ratio_response * F(eta) - 1))
    vw_ratio = vw_curvature(eta) / K0
    assert abs(vw_ratio / (3 * eta**2) - 1) < 1e-5
    cost = K_lindhard * (0.01 * n0)**2 / 4 / n0 / e_charge * 1e6
    table.append((eta, F(eta), ratio_energy, 1 / F(eta), 1 + vw_ratio / 9,
                  1 + vw_ratio, K_lindhard * to_eV_nm3, cost))
assert worst_quad < 1e-8
assert worst_energy < 1e-3                       # finite ripple strength
assert worst_response < 1e-3

# ---------- Part 3: limits and the singular point, high precision ----------
mp.mp.dps = 50


def inverse_F(x):
    x = mp.mpf(x)
    log_term = mp.log(abs((1 + x) / (1 - x)))
    return 1 / (mp.mpf(1) / 2 + (1 - x**2) / (4 * x) * log_term)


small, large = mp.mpf("0.001"), mp.mpf(1000)
small_2 = (inverse_F(small) - 1) / small**2
small_4 = (inverse_F(small) - 1 - small**2 / 3) / small**4
large_0 = inverse_F(large) - 3 * large**2
large_m2 = (large_0 + mp.mpf(3) / 5) * large**2
assert abs(small_2 - mp.mpf(1) / 3) < 1e-6
assert abs(small_4 - mp.mpf(8) / 45) < 1e-5
assert abs(large_0 + mp.mpf(3) / 5) < 1e-6
assert abs(large_m2 + mp.mpf(24) / 175) < 1e-5
slopes = []
for side in (-1, 1):
    for gap in (mp.mpf("1e-4"), mp.mpf("1e-8")):
        point = 1 + side * gap
        h = gap * mp.mpf("1e-6")
        slope = (inverse_F(point + h) - inverse_F(point - h)) / (2 * h)
        law = 2 * mp.log(2 / gap) - 2
        assert abs(slope - law) < 0.05           # remainder vanishes with gap
        slopes.append((side, float(gap), float(slope), float(law)))
near_one = float(inverse_F(1 + mp.mpf("1e-20")))
assert abs(near_one - 2) < 1e-12

# ---------- Output ----------
print("FINITE SYSTEM: 4 electrons, 8 grid points")
print(f"grid spacing = {spacing*1e9:.2f} nm")
print(f"hbar^2/(2 m a^2) = {hopping:.4f} eV")
print("potential (eV):", " ".join(f"{x:.1f}" for x in v_true))
print("populations:", " ".join(f"{x:.4f}" for x in density))
print(f"T_s = {T_center:.5f} eV")
print(f"gap = {levels[pairs]-levels[pairs-1]:.4f} eV")
print(f"weakest nonzero chi eigenvalue = {chi_eigenvalues[-2]:.5f} 1/eV")
print(f"strongest chi eigenvalue = {chi_eigenvalues[0]:.5f} 1/eV")
print("transfer: T_s curvature, -inverse chi (eV)")
for key in ((1, 8), (3, 6), (4, 5)):
    found, predicted = transfer_results[key]
    print(f"  {key[0]} to {key[1]}: {found:.4f}, {predicted:.4f}")
print(f"largest relative deviation, 28 transfers = {worst_transfer:.1e}")
print("UNIFORM GAS")
print(f"density = {n0:.2e} m^-3")
print(f"kF = {kF:.4e} m^-1")
print(f"Fermi energy = {fermi_energy/e_charge:.4f} eV")
print(f"K0 = {K0:.4e} J m^3 = {K0*to_eV_nm3:.5f} eV nm^3")
print("curvatures divided by K0:")
print("eta    F        direct   Lindhard GE2      TF+vW")
for row in table:
    print(f"{row[0]:.1f}  " + "  ".join(f"{x:7.4f}" for x in row[1:6]))
print("eta, K (eV nm^3), cost of 1% ripple (micro-eV per electron)")
for row in table:
    print(f"{row[0]:.1f}  {row[6]:.5f}  {row[7]:.2f}")
print(f"deviation, chi_0 quadrature = {worst_quad:.1e}")
print(f"deviation, kinetic energy of ripple = {worst_energy:.1e}")
print(f"deviation, density response = {worst_response:.1e}")
print("LIMITS of 1/F")
print(f"small eta: eta^2 coefficient = {float(small_2):.6f}")
print(f"small eta: eta^4 coefficient = {float(small_4):.6f}")
print(f"large eta: constant after 3 eta^2 = {float(large_0):.6f}")
print(f"large eta: eta^-2 coefficient = {float(large_m2):.6f}")
print(f"1/F next to eta = 1: {near_one:.6f}")
print("side, |1-eta|, slope of 1/F, logarithmic law")
for side, gap, slope, law in slopes:
    print(f"  {side:+d}  {gap:.0e}  {slope:.4f}  {law:.4f}")
print("checks complete")
```

It prints:

```
FINITE SYSTEM: 4 electrons, 8 grid points
grid spacing = 0.10 nm
hbar^2/(2 m a^2) = 3.8100 eV
potential (eV): 0.0 -1.0 -0.5 0.5 1.0 0.0 -1.0 0.5
populations: 0.2402 0.7441 0.6822 0.3490 0.3226 0.6449 0.7830 0.2340
T_s = 4.74967 eV
gap = 2.5013 eV
weakest nonzero chi eigenvalue = -0.03161 1/eV
strongest chi eigenvalue = -0.24414 1/eV
transfer: T_s curvature, -inverse chi (eV)
  1 to 8: 36.8340, 36.8339
  3 to 6: 28.5813, 28.5813
  4 to 5: 42.8909, 42.8909
largest relative deviation, 28 transfers = 4.4e-06
UNIFORM GAS
density = 5.00e+28 m^-3
kF = 1.1397e+10 m^-1
Fermi energy = 4.9490 eV
K0 = 1.0572e-47 J m^3 = 0.06599 eV nm^3
curvatures divided by K0:
eta    F        direct   Lindhard GE2      TF+vW
0.3   0.9694   1.0315   1.0315   1.0300   1.2700
0.6   0.8697   1.1499   1.1499   1.1200   2.0800
0.9   0.6554   1.5258   1.5258   1.2700   3.4300
1.5   0.1647   6.0717   6.0716   1.7500   7.7500
2.5   0.0552  18.1264  18.1262   3.0833  19.7500
eta, K (eV nm^3), cost of 1% ripple (micro-eV per electron)
0.3  0.06807  85.08
0.6  0.07587  94.84
0.9  0.10068  125.85
1.5  0.40065  500.81
2.5  1.19609  1495.11
deviation, chi_0 quadrature = 1.6e-15
deviation, kinetic energy of ripple = 7.8e-06
deviation, density response = 1.6e-05
LIMITS of 1/F
small eta: eta^2 coefficient = 0.333334
small eta: eta^4 coefficient = 0.177778
large eta: constant after 3 eta^2 = -0.600000
large eta: eta^-2 coefficient = -0.137143
1/F next to eta = 1: 2.000000
side, |1-eta|, slope of 1/F, logarithmic law
  -1  1e-04  17.7734  17.8070
  -1  1e-08  36.2276  36.2277
  +1  1e-04  17.8406  17.8070
  +1  1e-08  36.2277  36.2277
checks complete
```
